# Why Diffusivity Shapes Transient but Not Steady Electromigration Stress in Blocked Lines: a numerical check

```python
"""
Result under test: in a line blocked at both ends, with uniform drive G, the
stress tends to G*(L/2 - x) for every positive diffusivity map D(x), although
the transient depends on D(x).

Model: d(sigma)/dt = d/dx[ kappa(x) * (d(sigma)/dx + G) ], zero end flux,
sigma = 0 at t = 0.  sigma: hydrostatic stress, tension positive;
G = e*Z*rho*j/Omega; kappa = D*B*Omega/(k*T); x = 0 is the cathode end.
Working units: micrometre, hour, MPa.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

e, kB = const.e, const.k
rng = np.random.default_rng(4)

# ---- inputs: rough values typical of a copper interconnect test ----
T, T_use = 573.0, 378.0              # K
L, a = 20.0, 8.0                     # line length, end of slow segment, um
j_MA, Z, rho_uohmcm = 1.0, 1.0, 4.0
Omega, B = 1.18e-29, 28e9            # m^3, Pa
D_slow, D_fast = 1e-13, 1e-12        # cm^2/s
j = j_MA * 1e10                      # A/m^2
rho = rho_uohmcm * 1e-8              # ohm m
G = e * Z * rho * j / Omega * 1e-12  # MPa/um
stiff = B * Omega / (kB * T)
k_slow, k_fast = [D * 1e-4 * stiff * 1e12 * 3600 for D in (D_slow, D_fast)]
s_end = G * L / 2


class Line:
    """Linear finite elements with lumped storage, exact in time by modes.
    kappa, drive and storage (reference B / local B) are given per element."""

    def __init__(self, kappa, drive=G, storage=1.0):
        n = len(kappa)
        self.h = L / n
        self.x = np.linspace(0, L, n + 1)
        self.kappa = kappa
        self.drive = drive * np.ones(n)
        st = storage * np.ones(n) * self.h / 2
        mass = np.zeros(n + 1)
        mass[:-1] += st
        mass[1:] += st
        K = np.zeros((n + 1, n + 1))
        i = np.arange(n)
        c = kappa / self.h
        K[i, i] += c
        K[i + 1, i + 1] += c
        K[i, i + 1] -= c
        K[i + 1, i] -= c
        load = np.zeros(n + 1)
        load[:-1] += kappa * self.drive
        load[1:] -= kappa * self.drive
        r = 1 / np.sqrt(mass)
        lam, vec = np.linalg.eigh(r[:, None] * K * r[None, :])
        amp = vec.T @ (r * load)
        keep = lam > 1e-11 * lam[-1]
        # modes that cannot relax must not be driven either
        assert np.max(np.abs(amp[~keep])) < 1e-8 * np.max(np.abs(amp))
        self.lam, self.amp = lam[keep], amp[keep]
        self.shape = r[:, None] * vec[:, keep]

    def stress(self, t):
        t = np.atleast_1d(t)
        g = -np.expm1(-np.outer(t, self.lam)) / self.lam
        return (g * self.amp) @ self.shape.T

    def late(self):
        return self.stress(60 / self.lam[0])[0]


n = 400
mid = (np.arange(n) + 0.5) * L / n
slow = mid < a
ia = int(round(a / L * n))
two = Line(np.where(slow, k_slow, k_fast))
fast_line = Line(np.full(n, k_fast))
slow_line = Line(np.full(n, k_slow))
rough = Line(k_fast * 10 ** rng.uniform(-3, 0, n))
steady = G * (L / 2 - two.x)

# ---- common steady profile, different transients ----
for line in (two, fast_line, slow_line, rough):
    assert np.max(np.abs(line.late() - steady)) < 1e-5 * s_end
assert np.max(np.abs(two.stress(1.0) - fast_line.stress(1.0))) > 0.1 * s_end

# ---- microscopic check: vacancies jump over random barriers ----
# The wind drives atoms to +x, hence vacancies to -x; stress follows from
# Omega*sigma = k*T*ln(vacancy concentration) + constant.
sites, bias = 30, 0.05               # bias = e*Z*rho*j*spacing/(k*T)
W = np.zeros((sites, sites))
for i, rate in enumerate(10 ** rng.uniform(-2, 0, sites - 1)):
    up, down = rate * np.exp(-bias / 2), rate * np.exp(bias / 2)
    W[i + 1, i] += up
    W[i, i] -= up
    W[i, i + 1] += down
    W[i + 1, i + 1] -= down
W[-1] = 1.0                          # replace one balance by normalization
conc = np.linalg.solve(W, np.eye(sites)[-1])
assert np.allclose(np.diff(np.log(conc)), -bias, atol=1e-9)

# ---- a smooth diffusivity gradient acts as a stress source ----
smooth = Line(k_fast * (1 + 0.5 * np.sin(2 * np.pi * mid / L)))
t0 = 1e-4
rate_num = smooth.stress(t0)[0, n // 2] / t0
rate_formula = G * k_fast * 0.5 * 2 * np.pi / L * np.cos(np.pi)
assert abs(rate_num / rate_formula - 1) < 0.01

# ---- early stress at the diffusivity step and at the cathode end ----
t_early = 0.2
early = two.stress(t_early)[0]
step_formula = 2 * G * (k_fast**0.5 - k_slow**0.5) * (t_early / np.pi)**0.5
end_formula = 2 * G * (k_slow * t_early / np.pi)**0.5
assert abs(early[ia] / step_formula - 1) < 0.01
assert abs(early[0] / end_formula - 1) < 0.01


# ---- total throughput and mean delay, by quadrature over time ----
def time_integrals(line):
    t = np.geomspace(1e-6, 60 / line.lam[0], 3000)
    s = line.stress(t)
    flux = line.kappa * (np.diff(s, axis=1) / line.h + G)
    deficit = 1 - (s[:, 0] - s[:, -1]) / (G * L)
    return np.trapezoid(flux, t, axis=0), np.trapezoid(deficit, t)


def delay_formula(line):
    return np.sum(mid * (L - mid) / line.kappa) * line.h / (2 * L)


delays, passed = [], []
for line in (two, fast_line, slow_line, rough):
    through, delay = time_integrals(line)
    expected = G * mid * (L - mid) / 2
    assert np.max(np.abs(through - expected)) < 2e-3 * expected.max()
    assert abs(delay / delay_formula(line) - 1) < 2e-3
    delays.append(delay)
    # displaced length of metal at mid-line, nm
    passed.append((through[n // 2 - 1] + through[n // 2]) / 2 / (B / 1e6) * 1e3)
assert abs(delay_formula(fast_line) / (L**2 / (12 * k_fast)) - 1) < 1e-4

# ---- no transient exceeds the final end stress ----
largest = 0.0
for _ in range(20):
    line = Line(np.repeat(k_fast * 10 ** rng.uniform(-3, 0, 10), 20))
    s = line.stress(np.geomspace(1e-4, 60 / line.lam[0], 200))
    phi = s + G * line.x
    assert np.min(np.diff(phi, axis=1)) > -1e-6 * G * line.h
    assert phi.min() > -1e-6 * s_end and phi.max() < G * L + 1e-6 * s_end
    largest = max(largest, np.max(np.abs(s)) / s_end)
assert largest < 1 + 1e-6

# ---- an interior point can overshoot its own final value ----
tt = np.geomspace(0.01, 300, 3000)
hist = two.stress(tt)[:, ia]
ip = int(np.argmax(hist))
assert hist[ip] > 1.2 * steady[ia]

# ---- limits of the claim ----
Zfac, Bfac = 1.2, 1.1                # slow segment relative to the rest
drive = np.where(slow, Zfac * G, G)
varZ = Line(two.kappa, drive=drive).late()
varZ0 = (Zfac * G * (L * a - a**2 / 2) + G * (L - a)**2 / 2) / L
assert abs(varZ[0] / varZ0 - 1) < 1e-4
assert np.allclose(-np.diff(varZ) / two.h, drive, rtol=1e-5)
# a modulus step changes both storage and, through it, only the offset
varB = Line(two.kappa, storage=np.where(slow, 1 / Bfac, 1.0)).late()
varB0 = G * (a**2 / 2 / Bfac + (L**2 - a**2) / 2) / (a / Bfac + L - a)
assert abs(varB[0] / varB0 - 1) < 1e-4
assert np.allclose(-np.diff(varB) / two.h, G, rtol=1e-5)
# zero diffusivity in the slow segment: the fast segment settles alone
frozen = Line(np.where(slow, 0.0, k_fast)).late()
plateau = G * (L - a) / 2
assert np.max(np.abs(frozen[:ia])) < 1e-6 * s_end
assert abs(frozen[ia] / plateau - 1) < 0.01


# ---- stress-dependent diffusivity D*exp(Omega*sigma/kT) ----
def nonlinear(beta, cells=100):
    h = L / cells
    kap = np.where((np.arange(cells) + 0.5) * h < a, k_slow, k_fast)
    mass = np.full(cells + 1, h)
    mass[[0, -1]] = h / 2

    def rhs(t, s):
        f = kap * np.exp(beta * (s[1:] + s[:-1]) / 2) * (np.diff(s) / h + G)
        return np.diff(np.concatenate(([0.0], f, [0.0]))) / mass

    sol = solve_ivp(rhs, (0, 400), np.zeros(cells + 1), method="LSODA",
                    t_eval=[1.0, 400.0], rtol=1e-8, atol=1e-8,
                    lband=1, uband=1)
    assert sol.success
    return sol.y.T, int(round(a / h))


beta = Omega * 1e6 / (kB * T)        # 1/MPa
with_s, ic = nonlinear(beta)
without_s, _ = nonlinear(0.0)
assert np.max(np.abs(with_s[1] - G * (L / 2 - np.linspace(0, L, 101)))) < 0.01
shift_1h = with_s[0, ic] - without_s[0, ic]
assert abs(shift_1h) > 1e-3 * without_s[0, ic]

# ---- sizes of other neglected effects (rough inputs) ----
height, oxide, k_ox = 0.2e-6, 1e-6, 1.0         # m, m, W/(m K)
dT = rho * j**2 * height * oxide / k_ox
Q_heat, Ea, Ef = 0.1, 0.9, 1.2                  # eV
s_thermo = Q_heat * e * dT / (T * Omega) / 1e6
D_heat = np.expm1(Ea * e * dT / (kB * T**2))
vac = np.exp(-Ef * e / (kB * T)) * stiff
gamma, radius = 1.5, 10e-9                      # J/m^2, m
s_void = 2 * gamma / radius / 1e6
d_alpha = 14e-6                                 # 1/K
s_cool = 3 * B * d_alpha * (T - T_use) / 1e6
slowdown = np.exp(Ea * e / kB * (1 / T_use - 1 / T)) * T_use / T


def t90(line):
    return brentq(lambda t: line.stress(t)[0, 0] - 0.9 * s_end, 1e-3, 1e4)


print(f"T = {T:.0f} K, L = {L:.0f} um, slow segment 0 to {a:.0f} um")
print(f"j = {j_MA:.1f} MA/cm2, Z = {Z:.1f}, rho = {rho_uohmcm:.1f} uohm cm")
print(f"Omega = {Omega:.2e} m3, B = {B/1e9:.0f} GPa")
print(f"D slow, fast = {D_slow:.0e}, {D_fast:.0e} cm2/s")
print(f"B*Omega/(kT) = {stiff:.2f}")
print(f"kappa slow, fast = {k_slow:.3f}, {k_fast:.2f} um2/h")
print(f"G = {G:.3f} MPa/um, j*L = {j_MA*1e6*L*1e-4:.0f} A/cm")
print(f"final end stress G*L/2 = {s_end:.2f} MPa")
print(f"early time = {t_early:.1f} h, two-segment line:")
print(f" step: solver {early[ia]:.3f}, formula {step_formula:.3f} MPa")
print(f" cathode: solver {early[0]:.3f}, formula {end_formula:.3f} MPa")
print("stress in MPa at x = 0, 8, 20 um")
for name, line in (("two-segment", two), ("all fast", fast_line),
                   ("all slow", slow_line)):
    for t in (1.0, 10.0, 300.0):
        s = line.stress(t)[0]
        print(f" {name}, {t:.0f} h: {s[0]:.2f}, {s[ia]:.2f}, {s[-1]:.2f}")
print(f"peak at 8 um = {hist[ip]:.2f} MPa at {tt[ip]:.2f} h")
print(f"final value at 8 um = {steady[ia]:.2f} MPa")
print(f"fast segment alone, at 8 um: {plateau:.2f} MPa")
print("mean delay; cathode 90% time; metal passed mid-line")
for name, line, d, p in zip(("two-segment", "all fast", "all slow"),
                            (two, fast_line, slow_line), delays, passed):
    print(f" {name}: {d:.2f} h; {t90(line):.2f} h; {p:.3f} nm")
print(f"largest |stress|/(G*L/2), 20 random maps = {largest:.6f}")
print(f"Z x {Zfac} in slow part: final cathode {varZ[0]:.2f} MPa")
print(f"B x {Bfac} in slow part: final cathode {varB[0]:.2f} MPa")
print(f"Omega*s_end/(kT) = {beta*s_end:.4f}")
print(f"stress-dependent D: shift at 8 um, 1 h = {shift_1h:.3f} MPa")
print(f"heating inputs: height {height*1e6:.1f} um, oxide {oxide*1e6:.0f} um,")
print(f" oxide conductivity {k_ox:.1f} W/(m K)")
print(f"Joule heating = {dT:.2f} K, D rises by {100*D_heat:.1f} %")
print(f"thermomigration (Q = {Q_heat} eV) <= about {s_thermo:.2f} MPa")
print(f"vacancy/lattice storage (Ef = {Ef} eV) = {vac:.1e}")
print(f"flaw: gamma {gamma} J/m2, radius {radius*1e9:.0f} nm")
print(f" voiding threshold = {s_void:.0f} MPa")
print(f"cooling to {T_use:.0f} K, mismatch {d_alpha:.1e} /K: {s_cool:.0f} MPa")
print(f"slowdown at {T_use:.0f} K (Ea = {Ea} eV) = {slowdown:.2e}")
print(f"two-segment delay there = {delays[0]*slowdown/8766:.1f} years")
print("done: every assertion held")
```

Output:

```
T = 573 K, L = 20 um, slow segment 0 to 8 um
j = 1.0 MA/cm2, Z = 1.0, rho = 4.0 uohm cm
Omega = 1.18e-29 m3, B = 28 GPa
D slow, fast = 1e-13, 1e-12 cm2/s
B*Omega/(kT) = 41.76
kappa slow, fast = 1.504, 15.04 um2/h
G = 5.431 MPa/um, j*L = 2000 A/cm
final end stress G*L/2 = 54.31 MPa
early time = 0.2 h, two-segment line:
 step: solver 7.265, formula 7.266 MPa
 cathode: solver 3.359, formula 3.361 MPa
stress in MPa at x = 0, 8, 20 um
 two-segment, 1 h: 7.51, 15.79, -23.35
 two-segment, 10 h: 29.05, 17.39, -44.10
 two-segment, 300 h: 54.31, 10.86, -54.31
 all fast, 1 h: 23.76, 1.61, -23.76
 all fast, 10 h: 53.23, 10.53, -53.23
 all fast, 300 h: 54.31, 10.86, -54.31
 all slow, 1 h: 7.51, 0.00, -7.51
 all slow, 10 h: 23.76, 1.61, -23.76
 all slow, 300 h: 54.31, 10.86, -54.31
peak at 8 um = 20.71 MPa at 3.40 h
final value at 8 um = 10.86 MPa
fast segment alone, at 8 um: 32.59 MPa
mean delay; cathode 90% time; metal passed mid-line
 two-segment: 9.24 h; 29.56 h; 9.698 nm
 all fast: 2.22 h; 5.64 h; 9.698 nm
 all slow: 22.17 h; 56.41 h; 9.698 nm
largest |stress|/(G*L/2), 20 random maps = 1.000000
Z x 1.2 in slow part: final cathode 61.26 MPa
B x 1.1 in slow part: final cathode 55.54 MPa
Omega*s_end/(kT) = 0.0810
stress-dependent D: shift at 8 um, 1 h = 0.018 MPa
heating inputs: height 0.2 um, oxide 1 um,
 oxide conductivity 1.0 W/(m K)
Joule heating = 0.80 K, D rises by 2.6 %
thermomigration (Q = 0.1 eV) <= about 1.90 MPa
vacancy/lattice storage (Ef = 1.2 eV) = 1.2e-09
flaw: gamma 1.5 J/m2, radius 10 nm
 voiding threshold = 300 MPa
cooling to 378 K, mismatch 1.4e-05 /K: 229 MPa
slowdown at 378 K (Ea = 0.9 eV) = 8.00e+03
two-segment delay there = 8.4 years
done: every assertion held
```
